\section*{Depth-Averaged Flux of a Parallel Beam in a Harmonic Planar Channel}

\section{The problem}

A beam of fast ions enters a crystal parallel to a set of atomic planes. Between two neighbouring planes, at $x=\pm w$, the potential that steers the ions sideways is taken as $U(x)=\tfrac12 kx^2$, with $x$ measured from mid-channel. The entry points are spread uniformly over $|x|<w$. The ion energy $E$ is constant, angles to the planes are small, and no ion is scattered or lost.

In a random direction the ions would have the uniform density $1/(2w)$ per ion. Let $F(x)$ be the density in the channel, averaged over depth and divided by this value. The speed along the channel is the same for all ions to leading order in the small angles, so $F$ is also the relative flux. An impurity atom at $x$ is struck $F(x)$ times as often as it would be in a random direction. Find $F(x)$.

\section{A tempting solution}

An ion that enters at $x_0$ has no transverse motion at first, so its transverse energy is $\tfrac12 kx_0^2$. It can reach $|x|<a$, with $a=|x_0|$, and nothing beyond. After many oscillations it has forgotten where it started. It seems reasonable to spread it evenly over the accessible region, with density $1/(2a)$.

The amplitude $a$ is uniform on $(0,w)$, and only ions with $a>|x|$ reach $x$. Multiplying the mean density by $2w$ gives
\begin{equation}
F_{\rm try}(x)=2w\,\frac1w\int_{|x|}^{w}\frac{da}{2a}=\ln\frac{w}{|x|}.
\label{try}
\end{equation}
This looks sound. It is large at mid-channel, which every ion can reach, and zero at the planes. Its mean over the channel is $\int_0^1(-\ln u)\,du=1$, so no ions have gone missing.

\section{Where it fails}

The fault is the density $1/(2a)$. An ion moves quickly through mid-channel and slowly near its turning points, so it does not spend equal depths in equal intervals of $x$. The normalisation cannot reveal this, because any normalised density for the single orbit passes that check.

The even spread is borrowed from motion in two transverse dimensions, as between atomic rows. There, suppose that an ion of mass $M$ and transverse energy $E_\perp$ is equally likely to be anywhere on its energy surface. Its density at a point is then proportional to
\begin{equation}
\int d^2p\;\delta\!\left(E_\perp-U-\frac{p^2}{2M}\right)
=2\pi\int_0^\infty p\,dp\;\delta\!\left(E_\perp-U-\frac{p^2}{2M}\right)=2\pi M ,
\end{equation}
because $p\,dp=M\,d(p^2/2M)$. This is constant wherever $U<E_\perp$. In one dimension the factor $p$ from the area element is absent:
\begin{equation}
\int dp\;\delta\!\left(E_\perp-U-\frac{p^2}{2M}\right)
=\frac{2M}{\sqrt{2M(E_\perp-U)}} .
\end{equation}
The two roots $\pm p$ each contribute $M/|p|$. The density now rises towards the turning points.

\section{The right solution}

\subsection{One ion}

Let $z$ be the depth. For small angles the slope is $x'=dx/dz$ and the transverse energy of motion is $E x'^2$. Conservation of $Ex'^2+\tfrac12kx^2$ gives, after differentiation and division by $2Ex'$,
\begin{equation}
x''=-\kappa^2x,\qquad \kappa=\sqrt{\frac{k}{2E}},\qquad
x=x_0\cos\kappa z .
\end{equation}
The cosine follows from zero slope at entry. In a quarter wavelength, of length $\pi/(2\kappa)$, the distance $|x|$ runs once from $a$ to $0$. The depth spent in $dx$ is $dx/|x'|$, with $|x'|=\kappa\sqrt{a^2-x^2}$. The share of depth per unit $|x|$ is therefore
\begin{equation}
\frac{2\kappa}{\pi}\,\frac{1}{\kappa\sqrt{a^2-x^2}}
=\frac{2}{\pi\sqrt{a^2-x^2}} .
\end{equation}
Entry points at $+a$ and $-a$ are equally likely, so half of this belongs to each side:
\begin{equation}
p(x|a)=\frac{1}{\pi\sqrt{a^2-x^2}},\qquad |x|<a .
\label{orbit}
\end{equation}
The ion spends the share $(2/\pi)\arcsin(1/2)=1/3$ of its path within half its amplitude. The even spread would have given $1/2$.

\subsection{All ions}

The sum over amplitudes in \eqref{try} was set up correctly and needs only the right density:
\begin{equation}
F(x)=2w\,\frac1w\int_{|x|}^{w}p(x|a)\,da
=\frac2\pi\int_{|x|}^{w}\frac{da}{\sqrt{a^2-x^2}} .
\end{equation}
Put $a=|x|\cosh t$. Then $da=|x|\sinh t\,dt$ and $\sqrt{a^2-x^2}=|x|\sinh t$, so the integrand becomes 1. The limits are $t=0$ and $t=\operatorname{arccosh}(w/|x|)$, and
\begin{equation}
F(x)=\frac2\pi\operatorname{arccosh}\frac{w}{|x|},\qquad 0<|x|<w .
\label{result}
\end{equation}
Neither $k$ nor $E$ appears. They set the wavelength, but not the share of it spent at each $x$.

\subsection{The same result depth by depth}

All ions share one wavelength. At depth $z$ every entry point has been multiplied by the same factor $\cos\kappa z$. The beam then fills $|x|<w|\cos\kappa z|$ uniformly, with relative density $1/|\cos\kappa z|$. With $\varphi=\kappa z$, the average over a quarter wavelength is
\begin{equation}
F(x)=\frac{2}{\pi}\int_0^{\arccos(|x|/w)}\frac{d\varphi}{\cos\varphi}
=\frac2\pi\Big[\ln(\sec\varphi+\tan\varphi)\Big]_0^{\arccos(|x|/w)} .
\label{depth}
\end{equation}
At the upper limit $\sec\varphi=w/|x|$ and $\tan\varphi=\sqrt{w^2/x^2-1}$. The logarithm is then $\operatorname{arccosh}(w/|x|)$, as before.

This shows that the ions never forget their starting phase in a harmonic channel. The beam is refocused at every odd quarter wavelength, and the profile at a given depth does not settle. Equation \eqref{result} describes the depth average alone.

It also shows which depths will do. Every quarter wavelength contributes equally, by the symmetry of $|\cos\varphi|$, so any whole number of them gives \eqref{result}. For $N+f$ quarters, with $0<f<1$, the average lies between $NF/(N+f)$ and $(N+1)F/(N+f)$. Its relative error is thus below $1/N$.

\section{Limits and the mean near the centre}

Near mid-channel, $\operatorname{arccosh}u=\ln(u+\sqrt{u^2-1})\approx\ln 2u$ for large $u$, so
\begin{equation}
F\approx\frac2\pi\ln\frac{2w}{|x|} .
\end{equation}
The peak is logarithmic, as in \eqref{try}, but weaker by the factor $2/\pi$ in front of the logarithm. Near a plane put $|x|=w(1-\epsilon)$. With $\cosh t\approx1+t^2/2$ and $w/|x|\approx1+\epsilon$ we get $t\approx\sqrt{2\epsilon}$, and
\begin{equation}
F\approx\frac2\pi\sqrt{2\epsilon},\qquad F_{\rm try}\approx\epsilon .
\end{equation}
Lingering at the turning points moves density from the centre to the edge.

A real atom vibrates. As a simple model, let it sample the band $|x|<s$ evenly. The mean flux there is
\begin{equation}
\bar F(s)=\frac1s\int_0^sF\,dx
=\frac2\pi\left[\operatorname{arccosh}\frac ws+\frac ws\arcsin\frac sw\right].
\label{band}
\end{equation}
To verify this, differentiate $s\operatorname{arccosh}(w/s)+w\arcsin(s/w)$. The first term gives $\operatorname{arccosh}(w/s)-w/\sqrt{w^2-s^2}$ and the second gives $+w/\sqrt{w^2-s^2}$, which cancels the extra piece. The expression vanishes at $s=0$, as it should. The mean is finite although $F$ diverges, and $\bar F(w)=(2/\pi)(\pi/2)=1$.

\section{Protons in silicon}

Take 1.0 MeV protons between \{110\} planes of silicon, with $w=0.0960$ nm. For the force constant, use Lindhard's screened potential of a static atom, $Ze^2/(4\pi\varepsilon_0)\,[1/r-1/\sqrt{r^2+c^2}]$. Here $Z=14$, $c=\sqrt3\,a_s$, and $a_s=0.01944$ nm is the Thomas--Fermi screening length. Integrating over a plane with $n=9.589$ atoms/nm$^2$ gives, at distance $y$ from it,
\begin{equation}
Y(y)=A\left(\sqrt{y^2+c^2}-y\right),\qquad
A=\frac{2\pi nZe^2}{4\pi\varepsilon_0}=1214.6\ \mathrm{eV/nm}.
\end{equation}
Since $Y''=Ac^2/(y^2+c^2)^{3/2}$, the two bounding planes give at mid-channel
\begin{equation}
k=\frac{2Ac^2}{(w^2+c^2)^{3/2}}=2615\ \mathrm{eV/nm^2},\qquad
\kappa=\sqrt{\frac{2615}{2\times10^6}}=0.0362\ \mathrm{nm^{-1}} .
\end{equation}
The wavelength is $2\pi/\kappa=174$ nm, and the first focus lies at 43 nm. Both lengths depend on the potential chosen. Including the farther planes and a thermal vibration of 0.0075 nm shortens them by about 4\%, and Moli\`ere's potential with the same additions by about 12\%. Equation \eqref{result} contains neither length, but it holds only as far as the channel is harmonic.

At $|x|=w/4$, equation \eqref{result} gives $(2/\pi)\ln(4+\sqrt{15})=1.31$, against $\ln4=1.39$ from \eqref{try}. At $0.8w$ the values are 0.44 and $\ln1.25=0.22$, a factor of two apart. The flux equals the random value where $\operatorname{arccosh}(w/|x|)=\pi/2$, that is at $|x|=w/\cosh(\pi/2)=0.399w=0.038$ nm. For an interstitial atom at mid-channel, with 0.01 nm as a rough size of its vibration, \eqref{band} gives $\bar F=2.5$. A Gaussian spread with this rms width would give 2.3 instead. Not every interstitial site lies at mid-channel. Hexagonal and bond-centre sites do so for three of the six \{110\} orientations, while tetrahedral sites lie in the planes themselves.

\section{How far the model holds}

The table gives the mean flux in five equal bins of $|x|/w$. The last three rows are averages of numerically integrated trajectories over the first 200 nm.

\begin{center}
\begin{tabular}{lccccc}
$|x|/w$ up to & 0.2 & 0.4 & 0.6 & 0.8 & 1.0\\
Equation \eqref{result} & 2.10 & 1.20 & 0.84 & 0.57 & 0.28\\
Harmonic & 1.98 & 1.20 & 0.89 & 0.62 & 0.31\\
Lindhard potential & 2.16 & 1.24 & 0.81 & 0.54 & 0.25\\
Harmonic, scattered & 1.72 & 1.29 & 0.90 & 0.60 & 0.33
\end{tabular}
\end{center}

\textbf{Finite depth.} The phase at 200 nm is $\kappa z=7.23$, which is one wavelength plus 0.95. Over this remainder the beam is still wide, and by \eqref{depth} the centre bin has mean density $\ln(\sec0.95+\tan0.95)/0.95=1.20$. The weighted mean $(6.28\times2.10+0.95\times1.20)/7.23=1.98$ accounts for the centre bin of the second row.

\textbf{Anharmonicity.} The Lindhard well is 30.5 eV deep at the planes, while the harmonic one is 12.1 eV deep. Even so, at the same depth the centre bin changes by only 9\%. The outermost bin falls by 20\% in this static potential. Thermal vibration of the planes rounds the potential there and reduces the fall to about 9\%. This figure depends on the potential: Moli\`ere's, with vibration and the farther planes, gives about 4\%.

\textbf{Scattering by electrons.} A free electron that takes up energy $T$ receives momentum $q=\sqrt{2mT}$. On average at most $q^2/2$ belongs to the square of the component across the planes, so the ion gains at most $q^2/(4M)=mT/(2M)$ of transverse energy. With a rough stopping power of 40 eV/nm this bound is 0.011 eV/nm, or 2.2 eV over 200 nm. The last row applies kicks at this bounding rate everywhere in the channel. This row is a random sample, uncertain by about 0.01. The exact average for these kicks puts the centre bin at 1.71, about 14\% below the unscattered harmonic row. About 3\% of the density now lies beyond $w$, where the harmonic well of the calculation simply continues. Scattering by nuclei, which is stronger close to the planes, is left out of this row.

\textbf{Ions lost near the planes.} Suppose, as a rough rule, that ions entering within $a_s$ of a plane leave the channel and spread at random. Their share is $0.01944/0.0960=0.20$. The rest have amplitudes up to $x_c=0.80w$, so for $|x|<x_c$
\begin{equation}
F=\frac2\pi\operatorname{arccosh}\frac{x_c}{|x|}+1-\frac{x_c}{w} .
\end{equation}
Near the centre the change is $(2/\pi)\ln0.80+0.20\approx+0.06$. The outermost bin falls from 0.28 to 0.20.

\textbf{Smaller effects.} The protons lose 8 keV in 200 nm, which alters $\kappa\propto E^{-1/2}$ by 0.4\%. The transverse level spacing $\hbar\kappa v$, with $v$ the ion speed, is 0.33 eV. This is small against the 12 eV well, which supports the use of classical orbits for averages over bins of this width.

\textbf{The real case.} Protons and helium ions of about this energy are used to locate impurity atoms in implanted and annealed silicon. For such analysis one weak point is the assumption of a perfectly sharp focus. A rough beam divergence of $\theta=0.02^\circ$, or 0.35 mrad, displaces the first focus by $\theta/\kappa=0.010$ nm. Scattering at the bounding rate spreads it by a further 0.013 nm. Both are as large as the assumed vibration, so the value $\bar F=2.5$ should be read as that of an ideal beam, averaged over whole quarter wavelengths. Over 200 nm in the harmonic well an ideal beam gives 2.3. A Gaussian divergence of this rms width lowers that to 2.1, and scattering at the bounding rate lowers it to 1.8. The mean over the centre bin is less sensitive, because that bin is about twice as wide as the band. Over the same depth it falls by about 14\% under scattering and by 4\% under the divergence. These effects were sized one at a time, and the potential leaves out thermal vibration of the planes and all but the two nearest ones. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Silicon lattice parameter: 0.54310 nm
Plane spacing {110}: 0.1920 nm
Channel half-width w: 0.0960 nm
Proton energy: 1.0 MeV
Averaging depth: 200 nm
Areal density of a plane: 9.589 atoms/nm^2
Screening length: 0.01944 nm
Planar potential prefactor: 1214.6 eV/nm
Force constant k: 2614.9 eV/nm^2
Wave number kappa: 0.03616 1/nm
Wavelength: 173.8 nm
First focus depth: 43.4 nm
Averaging depth in quarter wavelengths: 4.60
Flux at x/w = 0.10, x = 0.0096 nm: 1.9055
Flux at x/w = 0.25, x = 0.0240 nm: 1.3136
Flux at x/w = 0.50, x = 0.0480 nm: 0.8384
Flux at x/w = 0.80, x = 0.0768 nm: 0.4413
Mean of flux over channel: 1.000000
Flux equals 1 at x/w: 0.3985
Flux equals 1 at x: 0.0383 nm
Mean flux within 0.01 nm of centre: 2.517
Largest bin error, one wavelength: 0.0003
Largest bin error, quarter wavelength: 0.0001
Density 1 rad past five wavelengths: 1.852
Mean flux in five equal bins of |x|/w from 0 to 1:
  formula: 2.100 1.204 0.842 0.570 0.283
  harmonic, example depth: 1.982 1.203 0.888 0.619 0.308
  Lindhard, example depth: 2.164 1.239 0.809 0.541 0.247
  Lindhard, 20 wavelengths: 2.154 1.231 0.833 0.533 0.248
  harmonic with scattering: 1.717 1.288 0.903 0.602 0.328
  formula with lost ions: 2.158 1.253 0.868 0.518 0.202
Harmonic well depth at w: 12.05 eV
Lindhard well depth at w: 30.53 eV
Share of ions lost near planes: 0.202
Stopping power (rough input): 40 eV/nm
Mean excitation energy (rough input): 170 eV
Bound on transverse energy gain: 0.01089 eV/nm
Free-electron gain / bound: 0.805
Bound on gain over example depth: 2.18 eV
Scattering spread at first focus: 0.0135 nm
Beam divergence (rough input): 0.349 mrad
Focus shift by divergence: 0.0097 nm
Energy loss over example depth: 8.0 keV
Amplitude factor from slowing: 0.9980
Transverse level spacing: 0.329 eV
Harmonic well depth / level spacing: 36.6
\end{verbatim}
